# Bounds on Coulomb and exchange integrals, checked on hydrogenic 1s and 2s, part 2

How are the direct and exchange integrals of two orbitals ordered, and how does the order appear in an atom? We use atomic units (bohr, hartree). For normalized orbitals $a$ and $b$, with $a(1)=a(\mathbf r_1)$ and $d1=d^3r_1$, define

$$D(f,g)=\iint\frac{f^*(1)\,g(2)}{r_{12}}\,d1\,d2 .$$

The direct integral is $J_{ab}=D(|a|^2,|b|^2)$. The exchange integral is $K_{ab}=D(\rho,\rho)$ with the overlap density $\rho=b^*a$. For finite $J_{aa}$ and $J_{bb}$,

$$0\le K_{ab}\le J_{ab}\le\sqrt{J_{aa}J_{bb}} .$$

The outer inequalities follow from positive definiteness: $D(f,f)>0$ unless $f$ vanishes. For the third, take $f=|a|^2$, $g=|b|^2$ and real $\lambda$:

$$0\le D(f-\lambda g,f-\lambda g)=J_{aa}-2\lambda J_{ab}+\lambda^2J_{bb}.$$

The minimum, at $\lambda=J_{ab}/J_{bb}$, is $J_{aa}-J_{ab}^2/J_{bb}$.

The middle inequality needs $1/r_{12}$ to be positive at every pair of points:

$$J_{ab}-K_{ab}=\frac12\iint\frac{|a(1)b(2)-b(1)a(2)|^2}{r_{12}}\,d1\,d2\ \ge0 .$$

For orthonormal orbitals this is the mean repulsion in the spin triplet.

Positive definiteness alone does not give the middle inequality. Replace space by two sites and the kernel by a symmetric matrix $w$ with $w_{11}=w_{22}=1$, and put $a$ on site 1 and $b$ on site 2. Then $J_{ab}=w_{12}$, $K_{ab}=0$ and $\sqrt{J_{aa}J_{bb}}=1$. For $w_{12}=-0.5$ the matrix is positive definite, yet $J_{ab}<K_{ab}$. For $w_{12}=2$ it is not, and the third inequality fails.

The chain was also tested on 400 pairs of random complex orbitals built from 13 Gaussian functions, and $1/r_{12}$ was checked against its decomposition into Gaussian products.

For an $s$ orbital, write

$$a(\mathbf r)=\frac{P_a(r)}{\sqrt{4\pi}\,r},\qquad\int_0^\infty P_a^2\,dr=1,$$

with real $P_a$. Averaged over directions, $1/r_{12}$ becomes $1/r_>$, where $r_>$ is the larger of the radii $r_1$ and $r_2$.

Q: Is the positive definiteness still visible in $1/r_>$?

A: It takes one line:

$$\frac1{r_>}=\int_{r_>}^\infty\frac{dR}{R^2}.$$

The condition $R\ge r_>$ means that $R\ge r_1$ and $R\ge r_2$. For fixed $R$, each electron is thus integrated independently from $0$ to $R$. Define

$$Q_a(R)=\int_0^RP_a^2\,dr,\qquad Q_{ab}(R)=\int_0^RP_aP_b\,dr .$$

The first is the charge of orbital $a$ inside radius $R$, in units of one electron's charge. The second is the enclosed overlap charge. Then

$$J_{ab}=\int_0^\infty\frac{Q_aQ_b}{R^2}\,dR,\qquad K_{ab}=\int_0^\infty\frac{Q_{ab}^2}{R^2}\,dR .$$

By Gauss's law $Q_a/R^2$ is the radial field of cloud $a$, so $J_{ab}$ is the integral of the product of two fields over $R^2\,dR$.

Q: So $K_{ab}\ge0$ is obvious here. What about the other two?

A: For the middle one, integrate a square from $0$ to $R$:

$$0\le\int_0^R(P_a-\lambda P_b)^2dr=Q_a-2\lambda Q_{ab}+\lambda^2Q_b .$$

With $\lambda=Q_{ab}/Q_b$ this becomes $Q_{ab}^2\le Q_aQ_b$. If $Q_b=0$, then $P_b$ vanishes inside $R$ and both sides are zero. The integrand of $K_{ab}$ thus lies at or below that of $J_{ab}$ at every $R$. For the third inequality, repeat the argument with $\int_0^\infty(Q_a-\lambda Q_b)^2R^{-2}\,dR\ge0$, which gives $J_{ab}^2\le J_{aa}J_{bb}$.

Q: Wait. You said positive definiteness cannot give $K_{ab}\le J_{ab}$. Now a decomposition into squares has given it.

A: The decomposition contains more than positive definiteness. At each $R$ the kernel is a product of two step functions, each equal to one for $r\le R$ and zero beyond. These factors are nonnegative, and the inequality $Q_{ab}^2\le Q_aQ_b$ uses that: a square was integrated with a nonnegative weight. A general positive definite kernel also splits into products, but its factors may change sign. In the two-site matrix with $w_{12}=-0.5$, the eigenvector $(1,-1)/\sqrt2$ belongs to the eigenvalue $1.5$ and has entries of both signs. With such a factor as weight, the integral of a square can be negative, and the argument stops.

Q: Then take the hydrogenic orbitals. Must I repeat the work for every nuclear charge $Z$?

A: No. The radial functions are

$$P_1=2Z^{3/2}r\,e^{-Zr},\qquad P_2=\frac{Z^{3/2}}{\sqrt2}\,r\Big(1-\frac{Zr}2\Big)e^{-Zr/2},$$

where 1 stands for 1s and 2 for 2s. With $x=Zr$ they become $P=\sqrt Z\,p(x)$, where

$$p_1=2x\,e^{-x},\qquad p_2=\frac{x}{\sqrt2}\Big(1-\frac x2\Big)e^{-x/2}.$$

Since $P^2dr=p^2dx$, the enclosed charges depend on $R$ only through $ZR$. In $\int QQ\,dR/R^2$, the measure $dR/R^2$ equals $Z\,dx/x^2$ with $x=ZR$. Every integral is therefore proportional to $Z$. Direct quadrature at $Z=2$ tests this: it gives $J_{12}=0.419753$ hartree, against $0.209877$ hartree at $Z=1$.

Q: What are the enclosed charges?

A: They are

$$Q_1=1-e^{-2x}(1+2x+2x^2),$$

$$Q_2=1-e^{-x}\Big(1+x+\frac{x^2}2+\frac{x^4}8\Big),$$

$$Q_{12}=\frac{\sqrt2}3\,x^3e^{-3x/2}.$$

All three vanish at $x=0$, so it remains to check the derivatives:

$$Q_1'=e^{-2x}\big[2(1+2x+2x^2)-(2+4x)\big]=4x^2e^{-2x}=p_1^2,$$

$$\begin{aligned}Q_2'&=e^{-x}\Big[1+x+\frac{x^2}2+\frac{x^4}8-\Big(1+x+\frac{x^3}2\Big)\Big]\\&=e^{-x}\Big(\frac{x^2}2-\frac{x^3}2+\frac{x^4}8\Big)=p_2^2,\end{aligned}$$

$$Q_{12}'=\sqrt2\Big(x^2-\frac{x^3}2\Big)e^{-3x/2}=p_1p_2 .$$

At large $x$ both $Q_1$ and $Q_2$ tend to one, which is normalization, and $Q_{12}$ tends to zero, which is orthogonality.

Q: Start with exchange, since its sign was my first doubt.

A: The one integral needed throughout is $\int_0^\infty x^ne^{-cx}dx=n!/c^{n+1}$. Squaring $Q_{12}$ gives $\frac29x^6e^{-3x}$, and division by $x^2$ leaves $x^4$:

$$\frac{K_{12}}Z=\frac29\int_0^\infty x^4e^{-3x}dx=\frac29\cdot\frac{24}{243}=\frac{16}{729}.$$

Q: For $J_{12}$ the integrand $Q_1Q_2/x^2$ contains the bare term $1/x^2$, which diverges at the origin when taken alone.

A: Integrate by parts before separating terms:

$$\int_0^\infty\frac{Q_aQ_b}{x^2}dx=\Big[-\frac{Q_aQ_b}x\Big]_0^\infty+\int_0^\infty\frac{p_a^2Q_b+p_b^2Q_a}x\,dx .$$

Near the origin each enclosed charge is proportional to $x^3$, and at infinity it tends to one, so the boundary term vanishes at both ends. Because $p^2$ contains at least $x^2$, no negative power remains.

The first part for $J_{12}$ has the 2s charge inside the 1s electron's radius:

$$\frac{p_1^2Q_2}x=4xe^{-2x}-e^{-3x}\Big(4x+4x^2+2x^3+\frac{x^5}2\Big).$$

Its integral is

$$1-\Big(\frac49+\frac8{27}+\frac4{27}+\frac{20}{243}\Big)=1-\frac{236}{243}=\frac7{243}.$$

The second part has the 1s charge inside the 2s electron's radius. Multiplying out the polynomials,

$$\begin{aligned}\frac{p_2^2Q_1}x={}&e^{-x}\Big(\frac x2-\frac{x^2}2+\frac{x^3}8\Big)\\&-e^{-3x}\Big(\frac x2+\frac{x^2}2+\frac{x^3}8-\frac{3x^4}4+\frac{x^5}4\Big).\end{aligned}$$

The first line integrates to $\frac12-1+\frac34=\frac14$. The bracket in the second line gives

$$\frac1{18}+\frac1{27}+\frac1{108}-\frac2{27}+\frac{10}{243}=\frac{67}{972}.$$

The second part is thus $\frac{243-67}{972}=\frac{44}{243}$, and

$$\frac{J_{12}}Z=\frac7{243}+\frac{44}{243}=\frac{51}{243}=\frac{17}{81}.$$

The larger part comes from configurations with the 1s electron inside, as expected for the more compact orbital.

Q: And the two self-repulsions that enter the upper bound?

A: For equal orbitals the two parts coincide, which gives a factor two. For 1s,

$$\begin{aligned}\frac{J_{11}}Z&=\int_0^\infty\big[8xe^{-2x}-e^{-4x}(8x+16x^2+16x^3)\big]dx\\&=2-\Big(\frac12+\frac12+\frac38\Big)=\frac58 .\end{aligned}$$

For 2s, the product of $\frac x2-\frac{x^2}2+\frac{x^3}8$ with the polynomial in $Q_2$ has no $x^2$ term and equals

$$\frac x2-\frac{x^3}8-\frac{x^4}8+\frac{x^5}8-\frac{x^6}{16}+\frac{x^7}{64}.$$

With the factor $e^{-2x}$, its terms integrate to

$$\frac{128-48-96+240-360+315}{1024}=\frac{179}{1024}.$$

The term without this polynomial is the $\frac14$ found above. Hence

$$\frac{J_{22}}Z=2\Big(\frac14-\frac{179}{1024}\Big)=\frac{154}{1024}=\frac{77}{512}.$$

Q: Put numbers in. Does the chain hold?

A: At $Z=1$, in hartree, $J_{11}=0.625000$ and $J_{22}=0.150391$. The upper bound is

$$\sqrt{0.625000\times0.150391}=0.306585 .$$

The chain reads

$$0<0.021948<0.209877<0.306585,$$

where the middle entries are $K_{12}$ and $J_{12}$. In electronvolts the three positive values are $0.5972$, $5.7110$ and $8.3426$. Direct quadrature over both radii with the kernel $1/r_>$ reproduces all four integrals; the values are in the numerical output.

Q: Here $J_{12}$ is larger than $J_{22}$. Is that not suspicious?

A: It is allowed. The bound is the geometric mean of $J_{11}$ and $J_{22}$, which lies between them. A diffuse 2s cloud repels a compact 1s cloud near its centre more strongly than it repels a second cloud as diffuse as itself. What positive definiteness forbids is that $J_{12}$ exceed the geometric mean.

The gap can be followed through the proof. The best multiplier is $\lambda=J_{12}/J_{22}=1.39554$. The remaining value of $D(f-\lambda g,f-\lambda g)$, with $f$ and $g$ the 1s and 2s densities, should be

$$0.625000-\frac{0.209877^2}{0.150391}=0.332108$$

hartree. Quadrature with the difference density itself gives $0.332108$ hartree as well. This is well above zero because the two densities differ strongly.

Q: The exchange integral is only about a tenth of the direct one. Where is the rest lost?

A: Compare the enclosed charges at $Z=1$:

| $R$ (bohr) | $Q_{12}$ | $Q_{12}^2$ | $Q_1Q_2$ |
|---|---|---|---|
| 1 | 0.10518 | 0.01106 | 0.01110 |
| 2 | 0.18776 | 0.03525 | 0.04012 |
| 4 | 0.07478 | 0.00559 | 0.17338 |
| 8 | 0.00148 | 0.00000 | 0.81448 |

At 1 bohr the last two columns nearly agree. The reason is that the orbitals are almost proportional near the nucleus:

$$\frac{p_2}{p_1}=\frac{1}{2\sqrt2}\Big(1-\frac x2\Big)e^{x/2}=\frac1{2\sqrt2}\Big(1-\frac{x^2}8+\dots\Big).$$

The linear term cancels, and proportional functions give equality in $Q_{12}^2\le Q_1Q_2$.

At 2 bohr the 2s function has its node. Beyond it the overlap density is negative and cancels what was collected inside, so $Q_{12}$ falls towards zero. The product $Q_1Q_2$ instead rises towards one. Radii beyond 4 bohr therefore supply about 84% of the integral for $J_{12}$ but less than 1% of that for $K_{12}$, and the ratio is $K_{12}/J_{12}=0.105$.

The difference $0.209877-0.021948=0.187929$ hartree also agrees with the integral of the antisymmetric square, computed separately.

Q: Do these inequalities say anything about the energy of an atom?

A: They do within a fixed-orbital model. Put one electron in 1s and one in 2s. The triplet has the antisymmetric spatial function and the mean repulsion $J_{12}-K_{12}$. The singlet has a plus sign in place of the minus, which reverses the sign of the exchange terms and gives $J_{12}+K_{12}$. The kinetic and nuclear energies are the same in both, because the orbitals are orthogonal and the cross terms of one-electron operators vanish with their overlap. Since $K_{12}>0$, the triplet lies lower, by $2K_{12}$.

For helium, with unscreened orbitals at $Z=2$, the mean repulsions in hartree are

$$0.419753-0.043896=0.375857$$

for the triplet and

$$0.419753+0.043896=0.463649$$

for the singlet. The splitting is about $0.088$ hartree. This model leaves out the screening of the nucleus seen by the 2s electron, the different relaxation of the orbitals in the two states, and correlation, so the number is not a prediction of the measured splitting, and the model does not give the cause of the ordering in the real atom either. A fully correlated calculation for helium puts the triplet lower by only about $0.029$ hartree, and there the mean repulsion is larger in the triplet (about $0.268$ hartree) than in the singlet (about $0.250$ hartree). The triplet's advantage then lies in the sum of kinetic and nuclear energies, which the fixed-orbital model holds equal in the two states.

Q: And if the two electrons simply have opposite spins, in a single antisymmetrized product (one determinant) of spin orbitals?

A: Then the exchange term is absent from the mean repulsion, which is $J_{12}$. The term comes from exchanging the electrons between the two spin orbitals, so it contains the overlap of the two spin functions as a factor, and that is zero. The integral $K_{12}$ keeps its value and still obeys the inequalities, but it does not enter that energy. The bounds concern the spatial integrals; the spin state decides how those integrals are combined.

## Table of computed values

```
1/r12 directly, sample points: 0.68842839 1/bohr
1/r12 from Gaussian products: 0.68842839 1/bohr
Random orbital pairs tested: 400, basis functions: 13
Random pairs, smallest K_ab: 0.02943 hartree
Random pairs, K_ab/J_ab: 0.05903 to 1.00000
Random pairs, J_ab/sqrt(J_aa J_bb): 0.80627 to 1.00000
Two sites, w11=w22=1, w12=-0.5: eigenvalues 0.5, 1.5; J=-0.5, K=0.0, sqrt(JaaJbb)=1.0 (no unit)
Two sites, w11=w22=1, w12=2: eigenvalues -1.0, 3.0; J=2.0, K=0.0, sqrt(JaaJbb)=1.0 (no unit)
Angular average of 1/r12 at r = 0.7, 1.9 bohr: 0.526316 1/bohr; 1/r_larger: 0.526316 1/bohr
J_11, Z=1: exact 5/8 = 0.625000 hartree; quadrature 0.625000 hartree
J_11, Z=1: 17.0071 eV; quadrature at Z=2: 1.250000 hartree
J_22, Z=1: exact 77/512 = 0.150391 hartree; quadrature 0.150391 hartree
J_22, Z=1: 4.0923 eV; quadrature at Z=2: 0.300781 hartree
J_12, Z=1: exact 17/81 = 0.209877 hartree; quadrature 0.209877 hartree
J_12, Z=1: 5.7110 eV; quadrature at Z=2: 0.419753 hartree
K_12, Z=1: exact 16/729 = 0.021948 hartree; quadrature 0.021948 hartree
K_12, Z=1: 0.5972 eV; quadrature at Z=2: 0.043896 hartree
R=1 bohr: Q_1=0.32332, Q_2=0.03432, Q_12=0.10518, Q_12^2=0.01106, Q_1*Q_2=0.01110
R=2 bohr: Q_1=0.76190, Q_2=0.05265, Q_12=0.18776, Q_12^2=0.03525, Q_1*Q_2=0.04012
R=4 bohr: Q_1=0.98625, Q_2=0.17580, Q_12=0.07478, Q_12^2=0.00559, Q_1*Q_2=0.17338
R=8 bohr: Q_1=0.99998, Q_2=0.81449, Q_12=0.00148, Q_12^2=0.00000, Q_1*Q_2=0.81448
sqrt(J_11 J_22), Z=1: 0.306585 hartree = 8.3426 eV
J_12 - K_12 from the antisymmetric square: 0.187929 hartree
J_12 - K_12 from exact values: 0.187929 hartree
K_12/J_12: 0.10458; J_12/sqrt(J_11 J_22): 0.68456
lambda = J_12/J_22: 1.39554 (no unit)
D(f-lambda g, f-lambda g), quadrature: 0.332108 hartree
J_11 - J_12^2/J_22, exact values: 0.332108 hartree
1 hartree = 27.211386 eV
```
